Magnetic ultrasoft linear response from two Sternheimer equations at +q

**1. The symmetry that fixes the form**

A lattice wave with phase exp(iq·R) takes an orbital at k to k+q. Its conjugate part, exp(−iq·R), takes an orbital at −k to −k−q. Time reversal T conjugates phases and reverses spins. It therefore carries the second process into one that starts at k, ends at k+q and is driven by exp(iq·R), but with every magnetic field that acts on the spin reversed. Spin-orbit coupling keeps its sign. Charge is even under T and spin is odd, so this process must enter the charge response with a plus sign and the spin response with a minus sign. It remains to show how the reversal acts on the ultrasoft coefficients D, on their variation and on the overlap.

**2. Setting and assumptions**

Atomic units are used in the algebra. The system is a static insulator in a mean-field (Kohn–Sham) description, with filled valence bands separated by a gap from the empty ones over the whole zone. Orbitals are two-component spinors, normalized on a periodic ring of cells, and the k grid contains −k and k+q whenever it contains k.

Let σ_0 be the unit matrix, σ_1, σ_2, σ_3 the Pauli matrices, and V_μ = (v, B). The spin energy is +B·σ, with B = B_xc plus any applied Zeeman field. Coupling of B to orbital motion is left out.

For the ion l, let β_l be the rectangular operator that turns coefficients c_iσ into the spinor Σ β_i(r−R_l) c_iσ. The functions β_i are real. The augmentation functions Q_ij are real and symmetric in i and j. The operators for charge (μ = 0) and spin density (μ = 1, 2, 3) are

K_μ(r) = |r⟩σ_μ⟨r| + Σ_l β_l F†[Q_l(r)σ_μ]F β_l†.

The matrix F holds the spin-orbit coefficients of a fully relativistic pseudopotential; without spin-orbit coupling F = 1. The Hamiltonian, nonlocal coefficients and overlap are

H = −∇²/2 + Σ_μ V_μσ_μ + Σ_l β_l D_l β_l†,

D_l = D⁰ + F†[Σ_μ ∫Q_l V_μ dr σ_μ]F,

S = ∫K_0(r) dr.

The orbitals obey Hψ = εSψ and ⟨ψ|S|ψ'⟩ = δ. With P = Σ|ψ⟩⟨ψ| over occupied states, PSP = P and N_μ(r) = Tr[P K_μ(r)] = (n, m). Here m is the density of ⟨σ⟩; the electron's magnetic moment points the opposite way.

Time reversal is T = iσ_y K, with K without an index denoting complex conjugation. It is antiunitary, ⟨a|b⟩ = ⟨Tb|Ta⟩, and TσT⁻¹ = −σ. Since β_i is real, T acts on a coefficient matrix X as

T β X β† T⁻¹ = β X̃ β†, X̃ = σ_y X* σ_y.

The spin-orbit matrices are time-even: D̃⁰ = D⁰ and F̃ = F. A typical term is iA⊗σ_z with A real and antisymmetric in i and j. Conjugation reverses i, the spin matrix reverses too, and the product stays.

The ions move by

u_l = λ exp(iq·R_l) + λ* exp(−iq·R_l)

along a fixed real direction. Complex polarizations follow by linear superposition of real directions. A first-order change is written δX = λΔ^qX + λ*Δ^{−q}X. For a Hermitian X this requires Δ^{−q}X = (Δ^qX)†. Applied fields stay fixed in space.

**3. Theorem**

Let C = 1−PS, which removes the valence part of a ket, and C† = 1−SP. Define

φ_k = Tψ_{−k}, χ_k = TΔ^{−q}ψ_{−k}, P̃ = TPT⁻¹,

where Δψ denotes the conduction part of the orbital response. Band indices are implied. Then:

(a) The response at +q solves

(H + αSPS − ε_k S)Δ^qψ_k = −C†(ΔH^q − ε_kΔS^q)ψ_k. (1)

(b) The time-reversed response at −q solves

(H[v,−B] + αSP̃S − ε_{−k}S)χ_k
= −(1−SP̃)(ΔH^q[v,−B; Δv,−ΔB] − ε_{−k}ΔS^q)φ_k. (2)

The reversal acts on B and ΔB in the local potential and in D and ΔD, but not on D⁰, F, S or ΔS.

(c) With η_0 = 1 and η_1 = η_2 = η_3 = −1,

ΔN_μ^q = Σ_k [⟨ψ_k|K_μ|Δ^qψ_k⟩ + η_μ⟨φ_k|K_μ|χ_k⟩]
 − Tr[PΔS^qP K_μ] + Tr[PΔK_μ^q]. (3)

Here α is a positive energy larger than the width of the occupied bands.

**4. Lemma 1: the varied density matrix**

The claim is

ΔP^q = Σ(|Δ^qψ⟩⟨ψ| + |ψ⟩⟨Δ^{−q}ψ|) − PΔS^qP. (4)

Proof. Vary PSP = P:

ΔP SP + PΔSP + PSΔP = ΔP.

Multiply by PS on the left and SP on the right, and call X = PSΔP SP. Since PSPS = PS, the first and third terms each become X and the middle one stays PΔSP. Thus 2X + PΔSP = X, or X = −PΔSP.

Now multiply the varied condition by C on the left and C† on the right. Since CP = P−PSP = 0 and PC† = 0, each term on the left vanishes, so CΔP C† = 0.

Because 1 = PS + C and 1 = SP + C†, two mixed parts remain. The first is

CΔP^q SP = Σ|Δ^qψ⟩⟨ψ|, Δ^qψ = CΔP^q Sψ.

The second is its Hermitian partner from −q:

PSΔP^q C† = (CΔP^{−q}SP)† = Σ|ψ⟩⟨Δ^{−q}ψ|.

Adding the parts gives (4). The last term of (4) is the change of normalization caused by the moving overlap; it vanishes for a norm-conserving potential with S = 1. ∎

**5. Proof of the first equation**

The eigenvalue equation gives HP = Σ ε S|ψ⟩⟨ψ|, and therefore HPS = SPH. Its variation is

ΔH PS + HΔP S + HPΔS = ΔS PH + SΔP H + SPΔH.

Act on ψ, using PSψ = ψ and Hψ = εSψ, and multiply by C† on the left. The third term on the left drops because

C†HP = HP − SPHP = HP − HPSP = 0.

The last term on the right drops because C†SP = SP−SPSP = 0. What remains is

C†ΔHψ + C†HΔP Sψ = εC†ΔSψ + εC†SΔP Sψ.

Also C†H = H−SPH = H−HPS = HC, and C†S = SC. Hence

(H−εS)Δψ = −C†(ΔH−εΔS)ψ.

The term αSPS vanishes on Δψ because PSC = 0, which gives (1). It also makes the solution unique. Acting on a valence state ψ', the operator in (1) gives (ε'−ε+α)Sψ', which is nonzero by the choice of α. The right side has no valence component, since PC† = 0, so the solution has none either. In the conduction space the gap prevents a zero. This derivation uses P and not individual orbital derivatives, so degeneracy among occupied states causes no difficulty.

**6. Lemma 2: the reversed spin blocks**

Time reversal leaves −∇²/2 and v unchanged and changes B·σ into −B·σ. Because Q is real and F̃ = F,

T K_μ T⁻¹ = η_μK_μ. (5)

The V-dependent part of H is Σ_μ∫V_μK_μ dr, with V_μ real, and the rest is time-even. It follows that

T H[v,B] T⁻¹ = H[v,−B], TST⁻¹ = S. (6)

Applying T to Hψ_{−k} = ε_{−k}Sψ_{−k} shows that φ_k is an eigenstate of H[v,−B] with energy ε_{−k}. Conjugation turns Bloch vector −k into k. No second diagonalization is needed. The energy in (2) must be ε_{−k}, since a magnet with spin-orbit coupling and no inversion centre can have ε_k ≠ ε_{−k}.

For one pair i, j, write the spin block of D as rows (a, b) and (c, d). Direct multiplication gives

σ_y D_ij* σ_y = rows (d*, −c*) and (−b*, a*).

Hermiticity reads (D_ij^{σσ'})* = D_ji^{σ'σ}. Replacing each conjugated entry yields

D̃_ij^{↑↑} = D_ji^{↓↓}, D̃_ij^{↓↓} = D_ji^{↑↑},
D̃_ij^{↑↓} = −D_ji^{↑↓}, D̃_ij^{↓↑} = −D_ji^{↓↑}. (7)

By (6), these are the blocks of D computed with −B. The exchange of i and j matters. For D⁰ = iA⊗σ_z, swapping the spin diagonals changes the sign, and the exchange in A changes it back. Without the exchange, rule (7) would wrongly change the sign of this spin-orbit term.

**7. Lemma 3: the variation carries no leftover conjugation**

Let ∂_l be the derivative with respect to the position of ion l. The variation of D is

ΔD_l^q = F†Σ_μ[∫Q_lΔV_μ^q dr + exp(iq·R_l)∫(∂_lQ_l)V_μ dr]σ_μ F, (8)

where ΔV includes the moving ionic potential. The full first-order operators are

ΔH^q = Σ_μΔV_μ^qσ_μ + Σ_l β_lΔD_l^qβ_l†
 + Σ_l exp(iq·R_l)[(∂β_l)D_lβ_l† + β_lD_l(∂β_l)†],

ΔS^q = Σ_l exp(iq·R_l)[(∂β_l)s̄β_l† + β_ls̄(∂β_l)†],

with s̄ = F†[∫Q dr σ_0]F. The integral of Q does not depend on the ion position, so s̄ has no variation.

The matrix ΔD^q is in general not Hermitian. Instead ΔD^{−q} = (ΔD^q)†, or in components

(ΔD_ij^{−q,σσ'})* = ΔD_ji^{q,σ'σ}.

Time reversal of the −q matrix is σ_y(ΔD^{−q})*σ_y. Its conjugated entries are thus entries of ΔD^q, and (7) holds with D replaced by ΔD^q on the right:

(ΔD̃)_ij^{↑↑} = ΔD_ji^{q,↓↓}, (ΔD̃)_ij^{↓↓} = ΔD_ji^{q,↑↑},
(ΔD̃)_ij^{↑↓} = −ΔD_ji^{q,↑↓}, (ΔD̃)_ij^{↓↑} = −ΔD_ji^{q,↓↑}.

One conjugation came from passing to −q, the other from T, and they cancel. In the same way ΔV^{−q} = (ΔV^q)* gives

T(Δv^{−q}+ΔB^{−q}·σ)T⁻¹ = Δv^q−ΔB^q·σ.

The phases exp(−iq·R_l) return to exp(iq·R_l), and the D multiplying ∂β becomes D̃. Altogether

TΔH^{−q}T⁻¹ = ΔH^q[v,−B; Δv,−ΔB], TΔS^{−q}T⁻¹ = ΔS^q. (9)

In (8) both the integral with ΔB and the integral of ∂Q with the unperturbed B change sign. The second is part of ΔD even when no spin field is induced.

**8. Completion of the proof**

The derivation of section 5 holds for −q as well:

(H+αSPS−ε_{−k}S)Δ^{−q}ψ_{−k} = −C†(ΔH^{−q}−ε_{−k}ΔS^{−q})ψ_{−k}.

Apply T from the left and insert T⁻¹T between the factors. The energies and α are real, so conjugation leaves them alone. Equations (6) and (9) then give (2). The orbital Δ^{−q}ψ_{−k} has Bloch vector −k−q, so χ_k has k+q, as in (1).

For the density, vary N_μ = Tr[PK_μ] and insert (4). The first term of (4) gives Σ⟨ψ|K_μ|Δ^qψ⟩. The second gives, by antiunitarity and (5),

⟨Δ^{−q}ψ_{−k}|K_μ|ψ_{−k}⟩ = ⟨T K_μψ_{−k}|TΔ^{−q}ψ_{−k}⟩
= η_μ⟨K_μφ_k|χ_k⟩ = η_μ⟨φ_k|K_μ|χ_k⟩.

Summing over the symmetric k grid allows −k to be relabelled. The remaining terms are −Tr[PΔSP K_μ] and Tr[PΔK_μ], with

ΔK_μ^q = Σ_l exp(iq·R_l)[(∂β_l)F†Q_lσ_μFβ_l† + β_lF†Q_lσ_μF(∂β_l)†
 + β_lF†(∂_lQ_l)σ_μFβ_l†].

This is (3). ∎

**9. One self-consistent problem**

Let f be the Hartree and exchange-correlation kernel, evaluated once in the actual magnetic ground state. The field is

ΔV_μ^q = ΔV_μ^ion + Σ_ν∫f_μνΔN_ν^q dr'.

The same ΔV^q enters both equations; its spin part is reversed in (2) after it has been formed. In equations (1) to (3) the responses depend linearly on ΔV^q, apart from fixed terms due to the ionic motion, and never on its conjugate. The original −q equation would instead contain (ΔV^q)*. The theorem removes that conjugation, so the whole problem can be solved for quantities of wavevector q alone.

If the functional obeys B_xc[n,−m] = −B_xc[n,m] with an unchanged scalar potential, H[v,−B] is also the self-consistent Hamiltonian of the magnet with all spins and applied fields reversed. The proof does not need this interpretation.

**10. When one equation suffices**

*Nonmagnetic ground state.* Set B = 0 and try ΔB = 0. Equations (1) and (2) then have the same operators, and the φ_k span the same valence space as the ψ_k. The sums Σ|χ⟩⟨φ| and Σ|Δ^qψ⟩⟨ψ| are equal. In (3) the charge contributions double and the spin contributions cancel.

The common spin terms also vanish. For Y = PΔS^qP K_a with a = 1, 2, 3, antiunitarity gives

(Tr Y)* = Tr(TYT⁻¹) = −Tr[PΔS^{−q}P K_a],

whereas Hermitian conjugation gives (Tr Y)* = +Tr[PΔS^{−q}P K_a]. Both can hold only if Tr Y = 0. The same argument applies to Tr[PΔK_a]. So a scalar field induces no spin density. Assume also that no external spin perturbation is applied and that B_xc is odd in m, as in section 9. Then B_xc[n,0] = 0 for every n, so f_a0 = 0 and the charge response creates no spin field. Thus ΔB = 0 is self-consistent, and it is the unique solution if the linear self-consistent problem is nonsingular.

*Collinear magnet without spin-orbit coupling.* Let B and ΔB lie along z. For spin s = ±1 the Hamiltonian is a real scalar operator with field v+sB. Time reversal turns spin s into −s, and (2) turns B into −B, so the product sB is unchanged. The scalar part of φ_k is ψ*_{−k,s}, which by reality belongs to the original spin-s Hamiltonian at k. Equation (2) repeats (1) within each spin channel. The spin sign also agrees: η_3 = −1 multiplies the reversed spin −s and gives s. Thus B ≠ 0 alone does not make the second equation independent. Here plain conjugation is still a symmetry; noncollinearity or spin-orbit coupling can remove it.

*A wavevector equivalent to its negative.* Let 2q be a reciprocal lattice vector and let the moving ions sit at lattice points, so that exp(iq·R_l) is real. (If they sit elsewhere in the cell, the constant phase of each sublattice can be absorbed in its λ, and the sublattices are treated one at a time.) Then ΔH^q = ΔH^{−q} and Δ^{−q}ψ = Δ^qψ. The second contribution to (3) is the complex conjugate of the first, and (1) suffices although (2) remains true.

**11. Conditions of use**

With partial occupations, (4) lacks terms from transitions between partly filled states, so the theorem as stated does not cover metals. If a vector potential acts on orbital motion, it must be reversed too. Complex projectors would be changed by T, and (7) would need the matrix that connects β_i* to β_j. An external spin perturbation is allowed if it is included in ΔB and reversed in (2).

**12. Worked example**

Consider a chain with a = 3.0 Å and one electron per cell. An ultrasoft ion with one even and one odd projector sits at each lattice point; a second, purely local ion sits at 1.2 Å. That ion breaks inversion, and so do the spin-orbit terms and the applied field described next. Spin-orbit terms occur in D⁰ and F. They couple the even to the odd projector. Parity would forbid this in a spherical atom, but the test needs only their behaviour under T. The interaction energy is the mean field of a contact repulsion, (g/4)∫(n²−|m|²)dx, with g = 12 eV Å. Differentiation gives the scalar potential gn/2 and B_xc = −gm/2. A noncollinear applied field of scale 0.6 eV pins the spins. The calculation uses 13 grid points per cell. The largest |B_xc| on this grid is 4.80 eV (4.82 eV with 25 points per cell), so the largest spin density is 4.80/6 = 0.80 Å⁻¹. The levels, the gap and the cell integrals quoted below keep their digits on the finer grid.

The ultrasoft ions move with q = 2π/(3a) = 0.698 Å⁻¹, which is not equivalent to −q. The occupied levels are −14.91 eV at +q and −15.02 eV at −q, a difference of 0.11 eV. Replacing ε_{−k} by ε_k in (2) would therefore be an error here. The gap on the k grid is 6.36 eV.

The even–odd block of D shows rule (7). Its ↑↑ entry is −0.075+1.233i eV, and its ↓↓ entry is −0.076−1.148i eV. Hermiticity gives D_ji^{↓↓} = −0.076+1.148i eV, which is the reversed ↑↑ entry. The large imaginary part keeps its sign, as a spin-orbit term must. Omitting the exchange of i and j gives an error of up to 2.47 eV in an element of D. For ΔD, a leftover conjugation gives up to 1.02 eV/Å on an ion whose phase exp(iq·R_l) is complex; the size depends on the ion and is much smaller at the origin.

The response is measured per unit displacement by integrating exp(−iqx)ΔN_μ over one cell. In Å⁻¹, the imaginary parts from equation (1), equation (2) with its sign η_μ, and the common terms add as follows:

n: −0.357 − 0.360 − 0.060 = −0.777
m_x: 0.438 + 0.224 + 0.055 = 0.717
m_z: −0.126 + 0.401 + 0.022 = 0.297

For this component of n the two equations contribute almost equally, so doubling the first would nearly work at fixed ΔV. For m_z it would give −0.2514+0.0218 = −0.2296, with the wrong sign.

An independent calculation displaces the ions of a three-cell ring in real cosine and sine patterns and converges the density each time. Central differences give the real and imaginary parts of ΔN^q. The error quoted next is the largest difference over the grid and all four components, divided by the largest component of the differenced response. It is 9×10⁻⁷ for the two-equation result at a displacement step of 5.3×10⁻⁴ Å. This is the step error of the central difference, which grows as the square of the step. Solving the −q equation directly and applying T reproduces χ to rounding error.

Three altered calculations, each made self-consistent again, show what the ingredients do. Doubling the first equation gives an error of 56%. Leaving both D and ΔD unreversed in (2) gives 11.0% with α = 1 hartree; φ_k is then no longer an eigenstate of the operator, so this figure depends slightly on α. Reversing D but not ΔD still gives 11.0%. In this model, correcting D alone therefore brings almost no improvement by this measure; the reversal of ΔD is also needed. These percentages belong to the chosen parameters. Being maxima over grid points, they also depend on the grid: with 25 points per cell the three errors are 55%, 10.9% and 10.7%. The individual contributions and checks are in the numerical output.

Computed values

```
lattice constant 3.0 A, local ion at 1.2 A, grid points per cell 13
wells 25.0 and 8.0 eV, contact repulsion 12.0 eV A
applied field scale 0.6 eV, spin-orbit 2.0 eV, eta 0.1
q = 0.69813 1/A
occupied level at k = 0: -15.74400 eV
occupied level at k = +q: -14.91150 eV
occupied level at k = -q: -15.01904 eV
level difference (+q) - (-q): 0.10755 eV
band gap on the k grid: 6.3615 eV
spin moment per cell (x, y, z), Bohr magnetons: [-0.9145 -0.0395 -0.3799]
largest |B_xc|: 4.8023 eV
D_sp up,up: -0.07459 +1.23300i eV; reversed -0.07590 +1.14756i eV
D_sp up,down: +0.92342 -0.03633i eV; reversed +0.86199 +0.03633i eV
D_sp down,up: -0.86199 +0.03633i eV; reversed -0.92342 -0.03633i eV
D_sp down,down: -0.07590 -1.14756i eV; reversed -0.07459 -1.23300i eV
dD_ss up,up: +0.22224 -0.37224i; reversed +0.29528 -0.51095i eV/A
dD_ss up,down: +0.36026 +0.18396i; reversed -0.36026 -0.18396i eV/A
dD_ss down,up: -0.32840 -0.22744i; reversed +0.32840 +0.22744i eV/A
dD_ss down,down: +0.29528 -0.51095i; reversed +0.22224 -0.37224i eV/A
D error if i,j are not exchanged: 2.4660 eV
dD error if conjugation is kept: 1.0219 eV/A
density response per displacement, cell integral with exp(-iqx), in 1/A:
  n first eq.: -0.01773 -0.35688i
  n second eq.: -0.01317 -0.36040i
  n dS and dK: -0.00115 -0.05951i
  n total: -0.03205 -0.77679i
  n differences: -0.03205 -0.77679i
  m_x first eq.: +0.04881 +0.43768i
  m_x second eq.: +0.02317 +0.22412i
  m_x dS and dK: +0.00434 +0.05525i
  m_x total: +0.07632 +0.71705i
  m_x differences: +0.07632 +0.71705i
  m_y first eq.: -0.20818 -0.01412i
  m_y second eq.: -0.20521 +0.06737i
  m_y dS and dK: +0.00936 +0.00327i
  m_y total: -0.40403 +0.05652i
  m_y differences: -0.40403 +0.05652i
  m_z first eq.: -0.03200 -0.12570i
  m_z second eq.: -0.02213 +0.40102i
  m_z dS and dK: -0.00914 +0.02176i
  m_z total: -0.06327 +0.29708i
  m_z differences: -0.06327 +0.29708i
time-reversed H against reversed-field H: 0.0e+00 eV
direct -q solution against second equation, relative: 2.6e-15
displacement step of the differences: 5.29e-04 A
relative error, two equations: 8.7e-07
relative error, first equation doubled: 0.5635
relative error, D and dD unreversed: 0.1103
relative error, only dD unreversed: 0.1096
```
